Ammonia dissociation fraction for a requested nitriding potential by bisection

**1. Half of the ammonia dissociated**

Feed one mole of pure ammonia into a furnace at a total pressure of 1 bar and let half of it dissociate by

NH₃ → ½ N₂ + (3/2) H₂.

Half a mole of NH₃ survives. The other half mole gives 0.25 mol of N₂ and 0.75 mol of H₂, so the gas now contains 1.5 mol. The partial pressures are the mole fractions times 1 bar:

p(NH₃) = 0.5/1.5 = 1/3 bar,
p(N₂) = 0.25/1.5 = 1/6 bar,
p(H₂) = 0.75/1.5 = 1/2 bar.

The nitriding potential is defined as

K = p(NH₃) / p(H₂)^(3/2),

and here it is (1/3)/(1/2)^(3/2) = 0.943 bar^(−1/2).

The definition comes from the reaction NH₃ ⇌ [N] + (3/2) H₂, in which [N] is nitrogen dissolved in the steel surface. If this reaction is in local equilibrium and the gas is ideal, the nitrogen activity at the surface equals K times a constant that depends on temperature. At a fixed temperature, K then measures how strongly the gas nitrides.

Suppose that K = 2 bar^(−1/2) is wanted. Half dissociation gives too little. Less dissociation leaves more ammonia and less hydrogen, which suggests a larger K. It also changes the total amount of gas, so the direction of the change needs a proof. Once that is settled, a single evaluation of K tells on which side of a trial value the answer lies.

**2. The function to be inverted**

Let a be the fraction of the fed ammonia molecules that dissociate. The gas is taken as ideal and well mixed, in steady flow, with no diluent in the feed. Nitrogen taken up by the steel is neglected for now. Per mole of feed, the surviving ammonia is

n(NH₃) = 1 − a.

One mole of NH₃ carries one mole of nitrogen atoms and three moles of hydrogen atoms. Conservation of each gives

n(NH₃) + 2 n(N₂) = 1, so n(N₂) = a/2,
3 n(NH₃) + 2 n(H₂) = 3, so n(H₂) = 3a/2.

The total is

n = (1 − a) + a/2 + 3a/2 = 1 + a.

With total pressure P, the two pressures that enter K are

p(NH₃) = P(1 − a)/(1 + a),
p(H₂) = P(3a/2)/(1 + a).

Dividing the first by the 3/2 power of the second leaves P^(1−3/2) = P^(−1/2) and (1 + a)^(3/2−1) = (1 + a)^(1/2):

K(a) = (1 − a)(1 + a)^(1/2) / [(3a/2)^(3/2) P^(1/2)].   (1)

Pressures are in bar throughout, and P inside a logarithm means its number of bars. The temperature does not appear in (1), because a has been specified rather than calculated from reaction rates.

**3. Existence and uniqueness**

For 0 < a < 1 every factor in (1) is positive, so the logarithm may be taken:

ln K = ln(1 − a) + ½ ln(1 + a) − (3/2) ln(3a/2) − ½ ln P.

Differentiate at fixed P:

d ln K/da = −1/(1 − a) + 1/[2(1 + a)] − 3/(2a).

The middle term is positive, and it comes from the growing total amount of gas. To compare it with the others, use the common denominator 2a(1 − a²). The three numerators are

−2a(1 + a) = −2a − 2a²,
+a(1 − a) = a − a²,
−3(1 − a²) = −3 + 3a².

Their sum is −3 − a, since the squares cancel. Hence

d ln K/da = −(3 + a) / [2a(1 − a²)] < 0.   (2)

K therefore falls strictly as a rises. As a → 0 the hydrogen pressure vanishes and K → ∞; as a → 1 the ammonia vanishes and K → 0. Since K is continuous in between, it takes every positive value, and strict decrease means that it takes each value once. Every requested K_req > 0 has exactly one root a* in the open interval (0, 1).

**4. Two limits**

For a large request, a is small. Write κ = K_req P^(1/2). Since ln(1 − a) + ½ ln(1 + a) = −a/2 + O(a²), equation (1) gives

ln κ ≈ −(3/2) ln(3a/2) − a/2.

Dropping the last term gives the leading estimate

a₀ = (2/3) κ^(−2/3).

Keeping it gives ln a ≈ ln a₀ − a/3, and therefore a ≈ a₀(1 − a₀/3) to the next order. For K_req = 10 bar^(−1/2) at 1 bar, a₀ = 0.1436 and the corrected value is 0.1368. Bisection gives 0.1360, so the two estimates are high by about 6 % and 0.6 % of the root.

For a small request, a approaches 1. Setting a = 1 everywhere except in the factor 1 − a gives

κ ≈ √2 (1 − a)/(3/2)^(3/2) = 0.770 (1 − a),

so 1 − a ≈ 1.30 κ. At K_req = 0.2 bar^(−1/2) this estimates 1 − a as 0.26, whereas the root has 0.197. That request is not yet small enough for the limit to be accurate.

**5. The algorithm**

Start with the bracket low = 0, high = 1, and choose an absolute tolerance ε for a.

1. If (high − low)/2 ≤ ε, return the midpoint (low + high)/2.
2. Otherwise set m = (low + high)/2 and evaluate K(m) from (1).
3. If K(m) > K_req, the root is above m because K decreases; set low = m.
4. If K(m) ≤ K_req, the root is at or below m; set high = m.
5. Return to step 1.

The infinite value at a = 0 causes no trouble, because K is evaluated at midpoints and these lie strictly inside the starting bracket.

After N halvings the bracket has width 2^(−N). The root is inside it, so the midpoint satisfies

|a_N − a*| ≤ 2^(−N−1).   (3)

This bound is at most ε when N ≥ log₂[1/(2ε)]. The number of halvings is the smallest whole number that meets this condition. It depends on neither K_req nor P.

**6. Worked example**

Take K_req = 2 bar^(−1/2), P = 1 bar and ε = 10⁻⁶. The first midpoint is the case of Section 1: K(0.5) = 0.943 is too small, so the root lies below 0.5. The second evaluation is

K(0.25) = 0.75 × √1.25 / 0.375^(3/2) = 3.651 bar^(−1/2).

This is too large, so the bracket becomes [0.25, 0.5]. The next steps are:

m = 0.375000: K = 1.737, new bracket [0.250000, 0.375000]
m = 0.312500: K = 2.454, new bracket [0.312500, 0.375000]
m = 0.343750: K = 2.055, new bracket [0.343750, 0.375000]
m = 0.359375: K = 1.887, new bracket [0.343750, 0.359375]

Since log₂(500 000) = 18.93, nineteen halvings are needed. They end with the bracket [0.34865379, 0.34865570] and the midpoint

a = 0.348655.

Per mole of feed the furnace gas contains 0.6513 mol of NH₃, 0.1743 mol of N₂ and 0.5230 mol of H₂, in total 1.3487 mol. The partial pressures are 0.4830, 0.1293 and 0.3878 bar. Putting them back into the definition gives

K = 0.4830/0.3878^(3/2) = 2.000 bar^(−1/2).

In atmospheres the requested potential is 2 × √1.01325 = 2.013 atm^(−1/2). The number rises because each pressure, expressed in atm, is a smaller number and K scales as pressure to the power −1/2.

An independent value of the root follows from squaring (1):

(1 − a)²(1 + a) = (27/8) K_req² P a³.

Both sides of the unsquared equation are positive on (0, 1), so squaring adds no root there. The left side expands to 1 − a − a² + a³. With K_req = 2 and P = 1 the right side is 13.5 a³, and the equation becomes

12.5 a³ + a² + a − 1 = 0.

Its root in (0, 1), found from the eigenvalues of the companion matrix, is 0.3486553312. The bisection result differs from it by 5.8 × 10⁻⁷, within the guaranteed 9.5 × 10⁻⁷. The two methods were also compared for 25 requests from 10⁻³ to 10³ bar^(−1/2), at 0.5, 1 and 3 bar. With ε = 10⁻¹³, all pairs agreed to better than 10⁻¹⁰ in a.

**7. Error analysis**

*Bound and actual error.* The bound (3) halves at each step, but the actual error need not. After four halvings the estimate is 0.343750, with error 0.0049. After five it is 0.359375, with error 0.0107. The error has doubled while its bound has fallen from 0.0313 to 0.0156. The step between successive midpoints, here 0.0156, always equals the new bound. It limits the error but does not tell its actual size.

*Error in the potential.* Let S(a) = (3 + a)/[2a(1 − a²)] be the size of the slope in (2). A small error δa changes ln K by −S δa. At the root found above, S = 5.467. The estimate is low by 5.84 × 10⁻⁷, so K should be high by a fraction 3.2 × 10⁻⁶, which gives 2.000006 bar^(−1/2). The composition rebuilt from the atom balance gives the same value.

A fixed ε does not give a fixed relative error in K. For small a, S ≈ 3/(2a); near a = 1, S ≈ 1/(1 − a). Both grow without limit. When ln K itself must meet a tolerance η, which for small η is nearly a relative tolerance in K, monotonicity provides a direct certificate:

K(high) ≤ K_req ≤ K(low).

Once both ends have moved off 0 and 1, one may continue until ln[K(low)/K(high)] ≤ η. Any point of the bracket then has an error of at most η in ln K. In the example the two ends give 2.0000168 and 1.9999960 bar^(−1/2), so this logarithm is 1.04 × 10⁻⁵.

*Errors in the evaluated function.* Suppose that the computed ln K is wrong by at most δ, from rounding or from an uncertain request. A lower bound on S shows how far this can move the root. The product a(1 − a²) has derivative 1 − 3a², so its maximum is at a = 1/√3 and equals 2/(3√3). Since 3 + a > 3,

S > (3/2)(3√3/2) = 9√3/4 ≈ 3.90.

A wrong decision at m requires |ln K(m) − ln K_req| ≤ δ, and hence |m − a*| < δ/3.90. The wrong end of the bracket then misses the root by less than this distance. A later correct decision moves an end towards the root without passing it, and a later wrong one is subject to the same limit. The final midpoint therefore obeys

|a_N − a*| ≤ 2^(−N−1) + δ/3.90.

A 1 % uncertainty in the request, δ ≈ 0.01, moves a by less than 0.0026. The inversion is well conditioned in this sense: ln K is steep everywhere, so a small relative change in the request moves a by only a small amount.

**8. From the dissociation fraction to an exhaust reading**

An instrument that absorbs ammonia and measures the remaining gas dry, at the temperature and pressure of the sample, reports the volume fraction of dissociation products,

D = (a/2 + 3a/2)/(1 + a) = 2a/(1 + a).

Solving for a gives D + Da = 2a, and so

a = D/(2 − D).

For the example D = 0.517, although a = 0.349. If the furnace were adjusted until D read 0.349, the true dissociation fraction would be 0.349/1.651 = 0.211. The potential would be 4.87 bar^(−1/2), about 2.4 times the request. Smaller reading errors also matter: near this root an error of 0.01 in D changes K by about 5 %. If water is the absorbent and the remaining gas is saturated with its vapour (about 23 mbar at 20 °C), the reading is D/(1 − 0.023); a reading of 0.517 then means a = 0.338 and K = 2.12 bar^(−1/2), 6 % above the request. At 1 bar, other requests give:

K = 0.2 bar^(−1/2): a = 0.803, D = 0.891
K = 1 bar^(−1/2): a = 0.487, D = 0.655
K = 5 bar^(−1/2): a = 0.208, D = 0.344
K = 10 bar^(−1/2): a = 0.136, D = 0.239

**9. Whether the furnace can reach the root**

The atom balance permits every a between 0 and 1, but spontaneous dissociation stops at equilibrium. For the reverse reaction, ½ N₂ + (3/2) H₂ → NH₃, the equilibrium constant is

K_eq = p(NH₃)/[p(N₂)^(1/2) p(H₂)^(3/2)] = K/p(N₂)^(1/2).

Insert (1) and p(N₂) = P(a/2)/(1 + a). The two factors (1 + a)^(1/2) combine with 1 − a to give 1 − a², and the constants give (3/2)^(3/2)(1/2)^(1/2) = 3√3/4. Thus

K_eq P = (1 − a²)/[(3√3/4) a²].

Multiplying by (3√3/4)a² and collecting the terms in a² yields

a_eq = [1 + (3√3/4) K_eq P]^(−1/2).

The quotient (1 − a²)/[(3√3/4) a²] falls as a rises. Below a_eq it exceeds K_eq P, the gas holds more ammonia than at equilibrium, and dissociation lowers the Gibbs energy.

At 550 °C, or 823 K, take a rough reaction enthalpy of −53 kJ/mol and entropy of −115 J/(mol K). The reaction Gibbs energy is −53 + 823.15 × 0.115 ≈ 41.7 kJ/mol, and K_eq = exp(−ΔG/RT) ≈ 0.0023 bar⁻¹. At 1 bar this gives a_eq ≈ 0.9985 and a lowest reachable potential of about 0.001 bar^(−1/2). The request of 2 bar^(−1/2) is far above that floor.

The gas at a = 0.349 is thus not at equilibrium with respect to dissociation into N₂ and H₂. It is held there by flow: in steady state, the feed rate times a equals the total rate of dissociation. Bisection supplies the target a. Finding the feed rate that produces it would require a rate law, or control from a measured D.

**10. What the ideal balance leaves out**

*Nitrogen uptake.* Let a fraction b of the fed nitrogen enter the steel, with a held fixed. Then n(N₂) = (a − b)/2 and the total becomes 1 + a − b/2. At fixed P, K is proportional to the square root of the total, so

Δ ln K = ½ ln{1 − b/[2(1 + a)]} ≈ −b/[4(1 + a)].

As a rough case, let 10 g of nitrogen enter the load in 10 h, with a feed of 1 m³/h measured at 273.15 K and 1 bar. Then b = 0.16 % and K falls by 0.03 %. This is a mean over the treatment. While b is small, the shift at fixed a grows in proportion to the uptake rate and in inverse proportion to the feed. If the exhaust reading D is held fixed instead, the dissociation products contain less nitrogen and therefore more hydrogen. Then Δ ln K ≈ −3b/(8a), which here is a fall of 0.17 %.

*Pressure.* At fixed a, K varies as P^(−1/2). A rough overpressure of 30 mbar lowers K by 1.5 %. To restore the request, a must fall by about ½ ln(1.03)/5.467 = 0.0027.

*Non-ideal gas.* Replace pressures by fugacities φᵢpᵢ, and keep the second virial coefficients Bᵢⱼ. With mole fractions yⱼ and B_mix = Σᵢⱼ yᵢyⱼBᵢⱼ,

ln φᵢ = (2 Σⱼ yⱼBᵢⱼ − B_mix) P/(RT).

The change in ln K is ln φ(NH₃) − (3/2) ln φ(H₂). Its three contributions have weights 2, −3 and +½, the last multiplying B_mix. If no coefficient exceeds B in size, the change is at most 5.5 BP/(RT). For an assumed B = 30 cm³/mol this bound is 0.0024, or about 0.24 % of K.

*Uneven composition.* Suppose that a differs by ±0.05 between parts of the chamber, a rough figure. Where a is lower by 0.05, K is 2.67 bar^(−1/2); where it is higher by 0.05, K is 1.54 bar^(−1/2). Relative to the request, these are changes of +33 % and −23 %. For the sizes assumed here, this is the largest of the four effects.

The potential to request depends on the steel, the temperature and the surface layer wanted; the value 2 bar^(−1/2) serves here as an example. Among the effects estimated here, poor mixing is the one to watch: the spread just assumed would move the local potential from 2 to between about 1.5 and 2.7 bar^(−1/2). Beside such a spread, a ≈ 0.35 or D ≈ 0.52 is precise enough for setting the furnace, since this rounding lowers K by less than 2 %; the further digits serve to test the root finder. If nitrogen or hydrogen alone is added to the feed, equation (1) no longer applies and the atom balance must start from the actual feed. Added dissociated ammonia is different: it keeps three hydrogen atoms per nitrogen atom, so (1) still holds if a is the dissociated fraction of all the ammonia, including the part dissociated before entry. The full set of values is in the numerical output below.

Computed values

```
requested K = 2.000 bar^-1/2
requested K, converted = 2.0132 atm^-1/2
total pressure = 1 bar
furnace temperature = 823.15 K
tolerance in a = 1.0e-06
step, midpoint a, K (bar^-1/2), new bracket
1 0.500000 0.94281 [0.000000, 0.500000]
2 0.250000 3.65148 [0.250000, 0.500000]
3 0.375000 1.73719 [0.250000, 0.375000]
4 0.312500 2.45420 [0.312500, 0.375000]
5 0.343750 2.05460 [0.343750, 0.375000]
6 0.359375 1.88719 [0.343750, 0.359375]
halvings needed = 19
final bracket = [0.34865379, 0.34865570]
K at lower end = 2.0000168 bar^-1/2
K at upper end = 1.9999960 bar^-1/2
bisection a = 0.3486547
cubic-root a = 0.3486553312
actual error in a = 5.84e-07
guaranteed error in a = 9.54e-07
d ln K/da at root = -5.4668
moles NH3, N2, H2 per mole feed = 0.65135, 0.17433, 0.52298
total moles per mole feed = 1.34865
p NH3, N2, H2 = 0.48296, 0.12926, 0.38778 bar
K rebuilt from atom balance = 2.000006 bar^-1/2
exhaust product fraction D = 0.51704
K if D is set to a by mistake = 4.8711 bar^-1/2
K = 0.2 bar^-1/2: a = 0.80308, D = 0.89078
K = 1.0 bar^-1/2: a = 0.48741, D = 0.65538
K = 5.0 bar^-1/2: a = 0.20787, D = 0.34420
K = 10.0 bar^-1/2: a = 0.13595, D = 0.23936
rough reaction enthalpy = -53 kJ/mol
rough reaction entropy = -115 J/(mol K)
equilibrium constant = 0.00227 bar^-1
equilibrium a = 0.99853
lowest reachable K = 0.00114 bar^-1/2
rough N uptake = 10 g in 10 h
rough feed = 1.0 m3/h at 273.15 K, 1 bar
fed nitrogen entering steel = 0.162 %
uptake change in K = -0.0301 %
rough overpressure = 30 mbar
overpressure change in K = -1.47 %
rough spread in a = +/- 0.05
K at a minus spread = 2.666 bar^-1/2
K at a plus spread = 1.538 bar^-1/2
rough virial bound = 30 cm3/mol
fugacity bound on change in ln K = 0.00241
```
